# Local MP2 with projected atomic orbitals and pair domains

A local MP2 calculation requires a decision before any amplitude is computed: which virtual functions may each pair of electrons use? Too few functions lose correlation energy; too many remove the saving that localization was meant to bring. When the functions are not orthogonal to one another, the amplitudes of one pair no longer enter the equation of another element by element. The amplitude equations must say how a quantity expressed in one set acts on a pair that uses another, and what a given choice of sets costs in energy.

Take a closed-shell restricted Hartree-Fock determinant $|0\rangle$ with real orbitals. The indices $i,j,k,l$ denote localized occupied orbitals, obtained from the canonical ones by an orthogonal rotation, and $a,b,c,d$ denote an orthonormal set of virtual orbitals, which will serve for the derivation and then disappear. The occupied Fock block $f_{ij}$ is not diagonal, because the rotation mixes orbitals of different energy. The block $f_{ia}$ vanishes at self-consistency, and no rotation within the occupied space changes that.

Localized virtual functions are obtained by projecting the occupied space out of the atomic orbitals. Let $\mathbf G$ be the atomic-orbital overlap matrix, $\mathbf F_{\rm AO}$ the Fock matrix in that basis, and $\mathbf C_o$, $\mathbf C_v$ the occupied and virtual coefficients. The columns of

$$\mathbf P=\mathbf 1-\mathbf C_o\mathbf C_o^{T}\mathbf G$$

are the projected atomic orbitals (PAOs), labelled $r,s$. Since $\mathbf C_o^T\mathbf G\mathbf C_o=\mathbf 1$, we have $\mathbf C_o^T\mathbf G\mathbf P=\mathbf C_o^T\mathbf G-\mathbf C_o^T\mathbf G=0$: each PAO is orthogonal to every occupied orbital. The PAOs are not orthogonal to each other. Their overlap and Fock matrices are

$$\mathbf S=\mathbf P^T\mathbf G\mathbf P,\qquad \mathbf F=\mathbf P^T\mathbf F_{\rm AO}\mathbf P .$$

Being purely virtual, a PAO can be expanded as $|r\rangle=\sum_a|a\rangle Q_{ar}$ with $\mathbf Q=\mathbf C_v^T\mathbf G\mathbf P$. Therefore $\mathbf S=\mathbf Q^T\mathbf Q$ and $\mathbf F=\mathbf Q^T\mathbf f_v\mathbf Q$, where $\mathbf f_v$ is the virtual Fock block. There are as many PAOs as atomic orbitals, but they span only the virtual space, so the full set has one linear dependence per occupied orbital.

Each pair receives a domain $[ij]=[ji]$, a list of PAOs used for both virtual indices. With the spin-summed operators $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the first-order function is restricted to

$$|\Psi_1\rangle=\tfrac12\sum_{ij}\sum_{rs\in[ij]}T^{ij}_{rs}\,E_{ri}E_{sj}|0\rangle,\qquad T^{ji}_{sr}=T^{ij}_{rs}.$$

The symmetry costs nothing, because $E_{ri}$ and $E_{sj}$ commute and any other part of $T$ would cancel in the sum. Let $\mathbf Q_{ij}$ contain the columns of $\mathbf Q$ belonging to $[ij]$. In the orthonormal virtual basis the same function has amplitudes

$$\mathbf t^{ij}=\mathbf Q_{ij}\mathbf T^{ij}\mathbf Q_{ij}^T,\qquad |\Psi_1\rangle=\tfrac12\sum_{ijab}t^{ij}_{ab}|\Phi_{ij}^{ab}\rangle,\qquad |\Phi_{ij}^{ab}\rangle=E_{ai}E_{bj}|0\rangle .$$

These spin-adapted configurations are not orthogonal. Their overlaps follow from

$$[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq},$$

together with $E_{ia}|0\rangle=0$ and $E_{ij}|0\rangle=2\delta_{ij}|0\rangle$. Moving $E_{ia}$ to the right gives

$$E_{ia}E_{ck}E_{dl}|0\rangle=\big(\delta_{ac}E_{ik}-\delta_{ik}E_{ca}\big)E_{dl}|0\rangle+2\delta_{ad}\delta_{il}E_{ck}|0\rangle .$$

In the first term $E_{ik}E_{dl}|0\rangle=(2\delta_{ik}E_{dl}-\delta_{il}E_{dk})|0\rangle$, and in the second $E_{ca}E_{dl}|0\rangle=\delta_{ad}E_{cl}|0\rangle$. Multiplying from the left by $\langle0|E_{jb}$ and using $\langle0|E_{jb}E_{dl}|0\rangle=2\delta_{bd}\delta_{jl}$, we find

$$\langle\Phi_{ij}^{ab}|\Phi_{kl}^{cd}\rangle=A(4I-2X)+B(4X-2I),$$

with $A=\delta_{ac}\delta_{bd}$, $B=\delta_{ad}\delta_{bc}$, $I=\delta_{ik}\delta_{jl}$ and $X=\delta_{il}\delta_{jk}$. Exchanging $a$ and $b$ exchanges $A$ and $B$. The combination

$$|\tilde\Phi_{ij}^{ab}\rangle=\tfrac16\big(2|\Phi_{ij}^{ab}\rangle+|\Phi_{ij}^{ba}\rangle\big)$$

therefore has the overlap

$$\tfrac16\big[A(8I-4X+4X-2I)+B(8X-4I+4I-2X)\big]=AI+BX .$$

Consider any doubles vector $|x\rangle=\frac12\sum x^{kl}_{cd}|\Phi_{kl}^{cd}\rangle$ with $x^{lk}_{dc}=x^{kl}_{cd}$. The terms $AI$ and $BX$ then contribute equally, and

$$\langle\tilde\Phi_{ij}^{ab}|x\rangle=x^{ij}_{ab}.$$

The contravariant bra thus reads off one coefficient. The original bra gives $\langle\Phi_{ij}^{ab}|x\rangle=4x^{ij}_{ab}-2x^{ij}_{ba}$, so two such vectors have the scalar product

$$\langle y|x\rangle=\sum_{ij}\sum_{ab}\big(2y^{ij}_{ab}-y^{ij}_{ba}\big)x^{ij}_{ab}.\tag{1}$$

Two vectors $|x\rangle$ are needed. The first is the doubles part of $H|0\rangle$. A one-electron operator cannot produce a double excitation, and the two-electron operator contributes $\frac12\sum(ai|bj)E_{ai}E_{bj}|0\rangle$. Its coefficients are $k^{ij}_{ab}=(ai|bj)$.

The second is $(H_0-E_0)|\Psi_1\rangle$, where $H_0=\sum_{pq}f_{pq}E_{pq}$ and $E_0=2\sum_if_{ii}$. Because $f_{ia}=0$, $|0\rangle$ is an eigenfunction of $H_0$ with eigenvalue $E_0$, even though $f_{ij}$ is not diagonal. The commutator rule gives

$$[H_0,E_{ai}]=\sum_pf_{pa}E_{pi}-\sum_qf_{iq}E_{aq}=\sum_bf_{ba}E_{bi}-\sum_kf_{ik}E_{ak}.$$

The minus sign belongs to the hole. Its last sum moves the hole from $i$ to $k$, and this is how pairs become coupled. Since

$$(H_0-E_0)E_{ai}E_{bj}|0\rangle=[H_0,E_{ai}]E_{bj}|0\rangle+E_{ai}[H_0,E_{bj}]|0\rangle,$$

collecting the coefficient of each configuration, with the summation labels renamed, gives

$$\mathbf a^{ij}=\mathbf f_v\mathbf t^{ij}+\mathbf t^{ij}\mathbf f_v-\sum_k\big(f_{ik}\mathbf t^{kj}+f_{kj}\mathbf t^{ik}\big).\tag{2}$$

The amplitudes are determined by the Hylleraas functional

$$J=2\langle\Psi_1|H|0\rangle+\langle\Psi_1|H_0-E_0|\Psi_1\rangle .$$

Because $H_0$ is Hermitian and all quantities are real, the two variations of its quadratic term are equal. With (1),

$$\delta J=2\sum_{ij}\sum_{ab}\big(2\delta t^{ij}_{ab}-\delta t^{ij}_{ba}\big)\big(k^{ij}_{ab}+a^{ij}_{ab}\big).$$

Now $\delta\mathbf t^{ij}=\mathbf Q_{ij}\,\delta\mathbf T^{ij}\mathbf Q_{ij}^T$. Its transpose has the same outer factors, because one domain serves both indices. Moving these factors onto the second bracket gives

$$\delta J=2\sum_{ij}\sum_{rs\in[ij]}\big(2\delta T^{ij}_{rs}-\delta T^{ij}_{sr}\big)R^{ij}_{rs},\qquad \mathbf R^{ij}=\mathbf Q_{ij}^T(\mathbf k^{ij}+\mathbf a^{ij})\mathbf Q_{ij}.$$

The matrix $\mathbf Y=2\delta\mathbf T-\delta\mathbf T^T$ can be chosen freely within the domain, since $\delta\mathbf T=(2\mathbf Y+\mathbf Y^T)/3$ returns it. The symmetry $\delta\mathbf T^{ji}=(\delta\mathbf T^{ij})^T$ removes no condition, because $\mathbf R^{ji}=(\mathbf R^{ij})^T$ as well. Hence $J$ is stationary if and only if $\mathbf R^{ij}=0$ on every domain. If $r$ were instead confined to one list and $s$ to another, $\delta\mathbf T^T$ would leave the permitted block, and the stationarity condition would be $2R^{ij}_{rs}-R^{ij}_{sr}=0$ there.

It remains to express $\mathbf R^{ij}$ in PAOs. The integral term becomes $K^{ij}_{rs}=(ri|sj)$. The first Fock term is

$$\mathbf Q_{ij}^T\mathbf f_v\mathbf Q_{ij}\,\mathbf T^{ij}\,\mathbf Q_{ij}^T\mathbf Q_{ij}=\mathbf F\mathbf T^{ij}\mathbf S,$$

with both matrices restricted to $[ij]$, and the second is $\mathbf S\mathbf T^{ij}\mathbf F$. In a coupling term the amplitudes carry the functions of another domain:

$$\mathbf Q_{ij}^T\mathbf t^{kj}\mathbf Q_{ij}=(\mathbf Q_{ij}^T\mathbf Q_{kj})\,\mathbf T^{kj}\,(\mathbf Q_{kj}^T\mathbf Q_{ij})=\mathbf S_{[ij][kj]}\mathbf T^{kj}\mathbf S_{[kj][ij]}.$$

The local MP2 equations are therefore

$$\begin{aligned}\mathbf R^{ij}={}&\mathbf K^{ij}+\mathbf F\mathbf T^{ij}\mathbf S+\mathbf S\mathbf T^{ij}\mathbf F\\&-\sum_kf_{ik}\,\mathbf S_{[ij][kj]}\mathbf T^{kj}\mathbf S_{[kj][ij]}\\&-\sum_kf_{kj}\,\mathbf S_{[ij][ik]}\mathbf T^{ik}\mathbf S_{[ik][ij]}=0.\end{aligned}\tag{3}$$

The overlap blocks are rectangular when the domains differ in size. They measure how much of a pair function built in $[kj]$ can be seen by the functions of $[ij]$; whatever is orthogonal to $[ij]$ does not enter that pair's equation. The terms $k=i$ in the first sum and $k=j$ in the second contain the pair itself, and together give $-(f_{ii}+f_{jj})\mathbf S\mathbf T^{ij}\mathbf S$. For canonical orbitals and a complete orthonormal virtual set, $\mathbf S=\mathbf 1$, both Fock blocks are diagonal, and (3) reduces to

$$T^{ij}_{ab}=-\frac{(ai|bj)}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},$$

the usual MP2 amplitude.

For the energy, (1) gives $J=\sum(2\mathbf t-\mathbf t^T)\cdot(2\mathbf k+\mathbf a)$, where the dot means the sum of products of elements. Splitting off one $\mathbf k$ and returning to PAOs,

$$J=\sum_{ij}\sum_{rs\in[ij]}\big(2T^{ij}_{rs}-T^{ij}_{sr}\big)\big(K^{ij}_{rs}+R^{ij}_{rs}\big).$$

At the solution the residual drops out, leaving

$$E_2=\sum_{ij}\sum_{rs\in[ij]}K^{ij}_{rs}\big(2T^{ij}_{rs}-T^{ij}_{sr}\big).\tag{4}$$

The sum runs over ordered pairs, so each pair with $i\ne j$ occurs twice.

On double excitations $H_0-E_0$ has the eigenvalues $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. If all are positive, the stationary point is a minimum. For a deviation $|\delta\rangle$ from it within the domains,

$$J[\Psi_1+\delta]=E_2+\langle\delta|H_0-E_0|\delta\rangle .\tag{5}$$

Enlarging domains so that each new span contains the old one enlarges the space of trial functions and can only lower $E_2$ or leave it unchanged. Complete domains give the canonical MP2 energy whatever the localization, because then neither the trial space nor $H_0$ depends on the rotation. Truncated local MP2 thus lies at or above canonical MP2 in the same basis. This is no bound on the true correlation energy, which MP2 itself may overshoot. The argument fails if the gap closes, and the amplitudes become large as it is approached, unless the corresponding integrals vanish with it.

With a frozen core, $i,j,k$ run over the correlated orbitals. If the core is canonical and localization mixes only the correlated orbitals, the core-valence elements of $f$ vanish and (3) is unchanged. The core must still be projected out of the PAOs.

The functions of a domain may be linearly dependent. A combination $\mathbf c$ with $\mathbf S\mathbf c=0$ in the domain is the zero function, so adding it to the amplitudes changes neither $\Psi_1$ nor the energy, and $\mathbf T^{ij}$ is not unique. Near-dependence is more delicate. Within a domain, solve

$$\mathbf S\mathbf v=\lambda\,\mathbf G\mathbf v,\qquad \mathbf v^T\mathbf G\mathbf v=1 .$$

Before projection the function $\mathbf v$ has norm one; afterwards its squared norm is $\mathbf v^T\mathbf S\mathbf v=\lambda$. Hence $0\le\lambda\le1$, and $\lambda$ is the fraction that survives removal of the occupied space. Keep the vectors with $\lambda$ above a threshold, scale them by $\lambda^{-1/2}$, and rotate them to diagonalize $\mathbf F$. The resulting matrix $\mathbf X$ satisfies

$$\mathbf X^T\mathbf S\mathbf X=\mathbf 1,\qquad \mathbf X^T\mathbf F\mathbf X=\operatorname{diag}(\varepsilon_a),$$

where $a$ now labels the retained functions of this pair. Setting $\mathbf T^{ij}=\mathbf X\boldsymbol\tau\mathbf X^T$ restricts the variation to their span. The condition becomes $\mathbf r=\mathbf X^T\mathbf R^{ij}\mathbf X=0$, and (4) still holds, because the residual enters $J$ only through $\mathbf r$. The threshold is therefore part of the definition of the domain. For a fixed list of PAOs, lowering the threshold gives nested spans and cannot raise $E_2$. For a fixed threshold, however, a longer list changes the vectors $\mathbf v$ and their $\lambda$. Its retained span need not contain that of the shorter list, so the energy can rise when functions are added.

In this basis the terms of $\mathbf r$ containing the pair's own amplitudes are $(\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj})\tau_{ab}$. With the other pairs held fixed, $\mathbf r$ is cancelled by

$$\Delta\tau_{ab}=-\frac{r_{ab}}{\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj}},\qquad \Delta\mathbf T^{ij}=\mathbf X\,\Delta\boldsymbol\tau\,\mathbf X^T .$$

Updating all pairs changes their neighbours' residuals, so the step is repeated until every $\mathbf r$ is negligible. Convergence is not guaranteed for arbitrarily strong off-diagonal $f_{ij}$; a direct solution of the linear equations does not depend on it.

As an example, take HCl at a chosen bond length of 2.4 bohr, with RHF in the cc-pVDZ basis and the chlorine 1s, 2s and 2p orbitals frozen. Boys localization of the four valence orbitals gives one bond orbital, with a Löwdin population of 0.864 electrons on hydrogen, and three lone pairs with 0.035 each. (These populations depend on the basis: cc-pVTZ gives 0.888 and 0.090, aug-cc-pVDZ 0.809 and 0.157; they serve here only to tell the two kinds of orbital apart.) The bond orbital is assigned the PAOs of both atoms and the lone pairs those of chlorine, and a pair receives the union of its two lists. Pairs containing the bond thus have all 23 PAOs, which span the 14 virtual orbitals. Pairs of lone-pair orbitals have 18, and the two kinds are coupled by $18\times23$ overlap blocks.

The restriction to chlorine is less clear-cut than it looks. Eighteen functions projected into a 14-dimensional space must have at least four null combinations, and four values of $\lambda$ are indeed zero to rounding. The others are $4.5\times10^{-9}$, $3.4\times10^{-4}$, $4.8\times10^{-4}$ twice, 0.074, and nine values that print as 1.0. There are fourteen of these. If all were kept, the chlorine functions alone would span the whole virtual space, and the truncation would disappear. A threshold of 0.01 keeps ten functions and makes the domain a real restriction.

With complete domains the local equations give $E_2=-0.14626$ hartree, in agreement with a separate canonical MP2 calculation. With the truncated domains $E_2=-0.14505$ hartree. The fraction recovered is

$$\frac{0.14505}{0.14626}=0.992,$$

and the missing energy is 1.22 millihartree, or 3.2 kJ/mol. These values belong to cc-pVDZ and are not converged in the basis: with the same domain rule and threshold, cc-pVTZ gives $-0.2026$ hartree for complete domains, a fraction of 0.995 and a missing energy of 1.08 millihartree. A threshold of 0.001 changes nothing, since no $\lambda$ lies between 0.001 and 0.01. A threshold of 0.1 removes the function with $\lambda=0.074$, and the recovery falls to 97.0 percent (98.7 percent for the same threshold in cc-pVTZ). A function that loses over nine tenths of its squared norm in the projection can thus still matter, because the minimum of $J$ depends only on the span of the retained functions: a small norm is absorbed by a larger amplitude. If a $\lambda$ crosses the threshold as the geometry changes, the variational space changes abruptly, and the energy can jump.

The loss is distributed over the pairs as follows, with each contribution summed over the pairs of its type:

| Pairs | Complete (hartree) | Truncated (hartree) |
|---|---|---|
| bond-bond | −0.019597 | −0.019595 |
| bond-lone | −0.037676 | −0.037597 |
| lone, same orbital | −0.042282 | −0.041850 |
| lone-lone, different | −0.046708 | −0.046004 |

The last two rows lose $0.432+0.704=1.136$ millihartree, about 93 percent of the total. The first two change slightly although their domains are complete in both calculations. Their integrals, Fock matrices and overlaps are also the same, so the change must come through the coupling sums in (3). A bond-lone pair is coupled directly to truncated lone-lone pairs, whereas the bond-bond pair feels them only through the bond-lone pairs.

The size of such a coupling can be seen in the equation for two different lone pairs, 1 and 2, with the bond orbital labelled 0. In the retained orthonormal basis $\mathbf K^{12}$ has the norm 0.112 hartree (the root of the sum of squared elements). The single term $f_{10}\mathbf S\mathbf T^{02}\mathbf S$, with $|f_{10}|=0.138$ hartree, has the norm 0.0048 hartree, about 4 percent of that.

This is one of six off-diagonal coupling terms in that equation; four of them go through elements between different lone pairs, for which $|f|=0.151$ hartree. Each of these four is larger than the term shown, so the 4 percent is not a measure of the whole coupling; all six act together. If all off-diagonal $f_{ij}$ are left out when the amplitudes are determined, (4) gives $-0.13920$ hartree, which is 5.8 millihartree above the coupled result in the same domains. Inserting these amplitudes into $J$ with the full $f_{ij}$ gives $-0.14307$ hartree, an error of 2.0 millihartree. The functional does better here, and (5) shows why its error is of second order in the amplitude error, whereas that of (4) is of first order. Even so, for this molecule, these domains and Boys orbitals, ignoring the coupling costs more than the truncation does; in cc-pVTZ the two errors grow to 7.5 and 2.7 millihartree. The comparison depends on the occupied orbitals. Rotating the three lone pairs among themselves so that their block of $f$ is diagonal leaves the domains and the truncated energy unchanged, but in cc-pVDZ it lowers the two errors to 3.3 and 1.0 millihartree, the second now below the truncation loss.

The numerical check also builds a small model in the full space of determinants, with overlapping, partly redundant functions and unequal domains. There the residual (3) agrees with its definition as a matrix element to rounding error, and direct minimization of $J$ gives the same energy as the local equations.

## Computed results

```
MODEL, 3 occupied + 3 virtual orbitals, 4 functions
largest residual in the random trial: 19.4806 hartree
largest deviation from definition: 5.3e-15 hartree
E2, minimum in determinant space: -0.06725258 hartree
E2, local amplitude equations:    -0.06725258 hartree
HCl, RHF/cc-pVDZ, frozen Cl 1s2s2p core
bond length: 2.4 bohr
RHF energy: -460.089415 hartree
AOs: 23 (Cl 18, H 5); virtuals: 14
H population, bond then lone pairs (electrons): 0.864 0.035 0.035 0.035
f bond-bond: -0.8104 hartree
f lone-lone, same orbital: -0.6230 hartree
|f| bond-lone: 0.1383 hartree
|f| lone-lone, different: 0.1514 hartree
surviving norm fractions lambda, Cl domain (no unit):
   0.0e+00 4.5e-21 1.2e-16 7.7e-16 4.5e-09 3.4e-04
   4.8e-04 4.8e-04 7.4e-02 1.0e+00 1.0e+00 1.0e+00
   1.0e+00 1.0e+00 1.0e+00 1.0e+00 1.0e+00 1.0e+00
threshold on lambda: 0.01
retained functions: Cl domain 10, full domain 14
overlap block, lone-lone to bond-lone: 18 x 23
norm of K, lone-lone pair: 0.11165 hartree
norm of one bond-lone coupling term: 0.00478 hartree
E2 canonical MP2:          -0.1462622 hartree
E2 local, complete domains: -0.1462622 hartree
E2 local, truncated:        -0.1450465 hartree
J of truncated solution, canonical orbitals: -0.1450465 hartree
slope of J along a random domain step: -1.5e-09 hartree
recovered: 99.169 percent
missing: 1.2157 millihartree
missing, converted: 3.192 kJ/mol
threshold, retained Cl functions, E2 (hartree), percent:
  0.1      9 -0.1418086 96.955
  0.01    10 -0.1450465 99.169
  0.001   10 -0.1450465 99.169
pair type: E2 complete, E2 truncated (hartree)
  bond-bond: -0.019597 -0.019595
  bond-lone, 3 pairs: -0.037676 -0.037597
  lone, same orbital, 3: -0.042282 -0.041850
  lone-lone, 3 pairs: -0.046708 -0.046004
no occupied coupling, E2 expression: -0.1392040 hartree
no occupied coupling, functional J:  -0.1430700 hartree
```
